# MMUT propagation in real-time DFT: alternating instability, starter and restart interval, part 1

(Sections cited here and not found follow in the second part.)

## The failure this option must be set to avoid

Consider a real-time LDA calculation on ethylene with the MMUT propagator, a step of 1 as and no restarts. After a weak kick the dipole follows linear response for several hundred attoseconds. At 744 as its error exceeds the amplitude of the true signal, and within 1200 as the error reaches $2.7\times10^{3}$ times that amplitude. Idempotency and trace give no warning: throughout the run $\|P^2-P\|$ reaches at most about $2.4\times10^{-13}$ and the trace is conserved to $4.4\times10^{-13}$. Halving the step postpones the breakdown by only about 0.1 fs. The cause is a component of the density matrix that changes sign at every step. Whether it grows depends on the molecule, the functional and the basis set, but not on the step, and its growth rate fixes the restart interval.

## The scheme

The system is closed-shell and the basis is orthonormal. $P$ is the density matrix of one spin, so that $P^2=P$, $\operatorname{Tr}P=N_{\rm occ}$ and $\rho(\mathbf r)=2\sum_{pq}P_{pq}\phi_p\phi_q$ for real basis functions. The Kohn-Sham matrix $F[P]$ is Hermitian, in joules, and depends on $P$ at the same time (adiabatic approximation). The equation of motion is $i\hbar\dot P=[F[P],P]$. With $t_n=n\Delta t$ and $F_n=F[P_n]$, one MMUT step is

$$P_{n+1}=U_nP_{n-1}U_n^\dagger,\qquad U_n=\exp(-2i\Delta t\,F_n/\hbar).$$

The exponent contains $2\Delta t$ because the step spans $t_{n-1}$ to $t_{n+1}$. The midpoint Fock matrix comes from $P_n$, which is already known, so a step costs one Fock build and no iteration. In an atomic-orbital basis with overlap matrix $\mathcal S$ the equation of motion is $i\hbar\,\mathcal S\dot P\mathcal S=FP\mathcal S-\mathcal SPF$ and idempotency reads $P\mathcal SP=P$. The exponential of the atomic-orbital Fock matrix, although unitary, respects neither, so the rule as written must be applied after orthogonalisation.

$P_1$ needs a one-step starter. The first-order starter conjugates $P_0$ with $\exp(-i\Delta tF_0/\hbar)$. The second-order starter first forms $P_{1/2}$ with $\exp(-i\Delta tF_0/2\hbar)$ and then conjugates $P_0$ with $\exp(-i\Delta tF[P_{1/2}]/\hbar)$, at the price of one more build. A restart at step $n$ discards $P_{n-1}$ and applies the starter to $P_n$.

## Exact properties

Because $F_n$ is Hermitian, $U_n^\dagger U_n=1$, and $P_{n+1}^2=U_nP_{n-1}U_n^\dagger U_nP_{n-1}U_n^\dagger=U_nP_{n-1}^2U_n^\dagger=P_{n+1}$ whenever $P_{n-1}$ is idempotent. The cyclic property gives $\operatorname{Tr}P_{n+1}=\operatorname{Tr}P_{n-1}$. Neither statement uses the size of $\Delta t$ or the correctness of $F_n$. They hold separately for the even and for the odd steps, and nothing in them keeps $P_n$ close to $P_{n+1}$. Idempotency is therefore no evidence of accuracy.

Solving for the earlier matrix gives $P_{n-1}=U_n^\dagger P_{n+1}U_n$, which is the same rule with $\Delta t\to-\Delta t$. The scheme is time-reversible between restarts.

## Order of accuracy

Let $A(s)=-iF(t_n+s)/\hbar$ along the exact solution, $\tau=\Delta t$, and write the exact propagator from $s=-\tau$ to $\tau$ as $e^{\Omega}$. The Dyson series is $1+\int A+\iint_{s_1>s_2}A(s_1)A(s_2)+\dots$. Its logarithm subtracts $\tfrac12(\int A)^2=\tfrac12\iint_{s_1>s_2}\{A(s_1)A(s_2)+A(s_2)A(s_1)\}$, which leaves the Magnus terms

$$\Omega=\int A\,ds+\tfrac12\iint_{s_1>s_2}[A(s_1),A(s_2)]+\dots$$

Insert $A=A_0+sA_1+\tfrac12s^2A_2+\dots$. The first term is $2\tau A_0+(\tau^3/3)A_2$, the odd power integrating to zero. In the second, $[A(s_1),A(s_2)]=(s_2-s_1)[A_0,A_1]$ at leading order, and $\iint_{s_1>s_2}(s_1-s_2)=h^3/6$ for an interval of length $h=2\tau$, which gives $-(2\tau^3/3)[A_0,A_1]$. Terms cubic in $A$ contribute at order $\tau^3$ only through $A_0^3$, and they cancel because $\Omega=2\tau A_0$ is exact for constant $A$. Reversing $\tau$ inverts the propagator, so $\Omega$ is odd in $\tau$ and has no $\tau^4$ term. With $[A_0,A_1]=(-i/\hbar)^2[F,\dot F]=-[F,\dot F]/\hbar^2$,

$$\Omega=-\frac{2i\Delta t}{\hbar}F+E+O(\Delta t^5),\qquad E=-\frac{i}{\hbar}\frac{\Delta t^3}{3}\ddot F+\frac{2\Delta t^3}{3\hbar^2}[F,\dot F].$$

MMUT keeps the first term. Since $E$ is anti-Hermitian, $(1+E)P(1+E)^\dagger-P=[E,P]$ at first order, and this is the leading local error. It vanishes for constant $F$, where the step is exact at any $\Delta t$. For a prescribed $3\times3$ matrix $F(t)$ and $\Delta t=5$ as, the logarithm of a numerically integrated propagator reproduced $E$ to a relative $6.6\times10^{-5}$.

For the global error let $e_n=\|P_n-P(t_n)\|$ in the operator norm, in which $\|P\|=1$, and assume $\|F[P]-F[P']\|\le L\|P-P'\|$. For Hermitian $F,F'$ the corresponding unitaries obey $\|U-U'\|\le2\Delta t\|F-F'\|/\hbar$, and a conjugation contains $U$ twice, so $e_{n+1}\le e_{n-1}+(4L\Delta t/\hbar)e_n+C\Delta t^3$. Then $m_n=\max(e_n,e_{n-1})$ satisfies $m_{n+1}\le(1+4L\Delta t/\hbar)m_n+C\Delta t^3$, and summing the geometric series up to time $T$ gives

$$m_N\le e^{4LT/\hbar}\left(e_1+\frac{\hbar C}{4L}\Delta t^2\right).$$

The method is second order at fixed $T$ if $e_1=O(\Delta t^2)$. The bound allows growth exponential in $T$, and that growth can really occur.

## The alternating component

Write $P_n=Q(t_n)+\sigma_nR(t_n)$ with $\sigma_n=(-1)^n$, smooth $Q$ and $R$, and small $R$. For small $\Delta t$ the step reads $P_{n+1}-P_{n-1}\approx-(2i\Delta t/\hbar)[F_n,P_{n-1}]$. Both neighbours of step $n$ carry the sign $-\sigma_n$, so the left side is $2\Delta t(\dot Q-\sigma_n\dot R)$ and $P_{n-1}\approx Q-\sigma_nR$, whereas $F_n=F[Q]+\sigma_n\,\delta F[R]$. To first order in $R$ the commutator is $[F,Q]-\sigma_n[F,R]+\sigma_n[\delta F[R],Q]$. The terms proportional to $\sigma_n$ give

$$i\hbar\dot R=[F[Q],R]-[\delta F[R],Q].$$

A physical perturbation obeys the same equation with a plus sign. The even steps feel the potential of the odd steps, where the deviation is opposite, so the parasitic mode is the linear response of a system whose Hartree-exchange-correlation kernel has the wrong sign. For fixed $F$ the kernel term is absent and $R$ keeps its norm: the mode is neutral. Any growth of the mode therefore comes from the kernel term.

## Stability near the ground state at finite step

Assume now a local or semilocal functional and real canonical orbitals, $i,j$ occupied and $a,b$ virtual, with $[F_0,P_0]=0$ and gaps $\Delta_{ai}=\varepsilon_a-\varepsilon_i>0$. Put $P_n=P_0+\delta_n$. Idempotency at first order, $\delta=P_0\delta+\delta P_0$, forces the occupied-occupied and virtual-virtual blocks to vanish, so $x_{ai}=\delta_{ai}$ carries all information. Then $\delta\rho=2\sum(x_{bj}+x_{bj}^*)\phi_b\phi_j=4\sum\operatorname{Re}x_{bj}\,\phi_b\phi_j$, and

$$\delta F_{ai}=\sum_{bj}4K_{ai,bj}\operatorname{Re}x_{bj},\qquad K_{ai,bj}=(ai|f_{\rm H}+f_{\rm xc}|bj),$$

with $f$ the second derivative of the energy with respect to the total density. $K$ is real and symmetric.

To linearise $U$, differentiate $W(s)=e^{iF_0s/\hbar}e^{-i(F_0+\delta F)s/\hbar}$, which gives $W'=-(i/\hbar)e^{iF_0s/\hbar}\delta F\,e^{-iF_0s/\hbar}$ at first order. Integrate to $2\Delta t$, multiply by $U_0$ on the left and $U_0^\dagger$ on the right, and substitute $s\to2\Delta t-s$:

$$\Gamma\equiv\delta U\,U_0^\dagger=-\frac{i}{\hbar}\int_0^{2\Delta t}e^{-iF_0s/\hbar}\,\delta F\,e^{iF_0s/\hbar}\,ds .$$

With $\theta_{ai}=\Delta_{ai}\Delta t/\hbar$ the integral of $e^{-i\Delta s/\hbar}$ is $(\hbar/i\Delta)(1-e^{-2i\theta})$, so $\Gamma_{ai}=-\delta F_{ai}(1-e^{-2i\theta})/\Delta$. As $\Gamma^\dagger=-\Gamma$, the step gives $\delta_{n+1}=U_0\delta_{n-1}U_0^\dagger+[\Gamma,P_0]$, and $[\Gamma,P_0]_{ai}=\Gamma_{ai}(1-0)$. With $\theta$ and $D=\operatorname{diag}(\Delta_{ai})$ read as diagonal matrices over the $n_p$ pairs,

$$x_{n+1}=e^{-2i\theta}x_{n-1}-(1-e^{-2i\theta})D^{-1}\,4K\operatorname{Re}x_n .$$

Multiply by $e^{i\theta}$, use $e^{i\theta}-e^{-i\theta}=2i\sin\theta$, set $x=u+iv$ and separate real and imaginary parts:

$$\cos\theta\,(u_{n+1}-u_{n-1})-\sin\theta\,(v_{n+1}+v_{n-1})=0,$$
$$\sin\theta\,(u_{n+1}+u_{n-1})+\cos\theta\,(v_{n+1}-v_{n-1})=-2\sin\theta\,D^{-1}4K\,u_n .$$

This is a real linear two-step recurrence with $4n_p$ degrees of freedom. Try $u_n=\mathbf u\lambda^n$, $v_n=\mathbf v\lambda^n$, and define $c=(\lambda+1/\lambda)/2$, $d=(\lambda-1/\lambda)/2$, so that $d^2=c^2-1$:

$$d\cos\theta\,\mathbf u=c\sin\theta\,\mathbf v,\qquad c\sin\theta\,\mathbf u+d\cos\theta\,\mathbf v=-\sin\theta\,D^{-1}4K\mathbf u .$$

Assume $\sin\theta\ne0$ and $\cos\theta\neq0$ for every pair. Then $c\ne0$, because $c=0$ means $d\neq0$ and forces $\mathbf u=0$ and then $\mathbf v=0$. Multiply the second equation by $c\sin\theta$ and eliminate $\mathbf v$ with the first. The left side becomes $(c^2\sin^2\theta+d^2\cos^2\theta)\mathbf u=(c^2-\cos^2\theta)\mathbf u$. With $T=|\sin\theta|D^{-1/2}$, $\mathbf u=Tz$, $G=T\,4K\,T$ and $C=\cos\theta$, multiplication by $T^{-1}$ gives

$$(c^2+cG-C^2)z=0 .$$

Set $w=Cz/c$. The equation is then $-Gz+Cw=cz$ together with $Cz=cw$, the eigenproblem of the real symmetric matrix

$$H=\begin{pmatrix}-G&C\\C&0\end{pmatrix}.$$

All $2n_p$ values of $c$ are real, and each yields two multipliers $\lambda=c\pm\sqrt{c^2-1}$. For $|c|<1$ these are $e^{\pm i\varphi}$ with $\cos\varphi=c$; for $|c|>1$ they are real, have the sign of $c$, and one exceeds 1 in modulus. If no $c$ equals $\pm1$, the independent eigenvectors of $H$ supply $4n_p$ independent solutions, so the motion is bounded exactly when all $|c|<1$.

The eigenvalues below $-1$ are the negative eigenvalues of $H+1$. A congruence block-diagonalises it:

$$\begin{pmatrix}1&-C\\0&1\end{pmatrix}\begin{pmatrix}1-G&C\\C&1\end{pmatrix}\begin{pmatrix}1&0\\-C&1\end{pmatrix}=\begin{pmatrix}1-C^2-G&0\\0&1\end{pmatrix}.$$

Since $1-C^2=\sin^2\theta=TDT$, the upper block is $T(D-4K)T$. Sylvester's law of inertia, applied twice, shows that the number of roots $c<-1$ equals the number of negative eigenvalues of $D-4K$. The same congruence with $C\to-C$ applied to $1-H$ shows that the roots $c>1$ are counted by $D+4K$, which is positive definite if the ground state is an energy minimum with respect to real singlet rotations. For a stable ground state, MMUT has an exponentially growing sign-alternating mode if and only if $D-4K$ has a negative eigenvalue, and $\Delta t$ does not enter this condition.

### Limits

For $K=0$ the roots are $c=\pm\cos\theta$, that is $\lambda=e^{\pm i\theta}$ and $-e^{\pm i\theta}$: exact free evolution and its neutral alternating copy.

For small steps $T\to(\Delta t/\hbar)D^{1/2}$. The branch $c=\cos\omega\Delta t$ has $c^2-C^2\approx\theta^2-\omega^2\Delta t^2$ and $cG\approx G$. The branch $c=-\cosh\gamma\Delta t$ has $c^2-C^2\approx\theta^2+\gamma^2\Delta t^2$ and $cG\approx-G$. Dividing by $(\Delta t/\hbar)^2$,

$$D^{1/2}(D+4K)D^{1/2}z=\hbar^2\omega^2z,\qquad D^{1/2}(D-4K)D^{1/2}z=-\hbar^2\gamma^2z .$$

The first is the Casida equation; the second is its sign-reversed partner, whose negative eigenvalues give $\lambda\approx-e^{\pm\gamma\Delta t}$. The rate $\gamma$ per unit of physical time has a finite limit as $\Delta t\to0$, which is why reducing the step is no cure. All expansions proceed in even powers of $\Delta t$, so corrections are of relative order $\Delta t^2$.

For one pair, $G=2\alpha S$ with $\alpha=2K/\Delta$ and $S=\sin^2\theta$, so $c_\pm=-\alpha S\pm\sqrt{\alpha^2S^2+\cos^2\theta}$. The pair is unstable if $4K>\Delta$, with $\hbar\gamma=\sqrt{\Delta(4K-\Delta)}$. The lowest eigenvalue of a symmetric matrix lies at or below every diagonal element, so a single-pair rate is a lower bound on the largest true rate. A small gap makes the condition $4K>\Delta$ easier to meet, but at fixed $K$ the pair rate is largest at $\Delta=2K$, where $\hbar\gamma=2K$, and it vanishes as the gap closes. Fast growth requires a large coupling $K$.

Undamped Roothaan iteration provides a test available before any dynamics. The new density must commute with $F_0+\delta F[x]$, and the $ai$ element of that commutator is $\Delta x'+\delta F_{ai}=0$, so $x'=-D^{-1}4Kx$. The eigenvalues $\mu$ of $D^{-1}4K$ are those of $D^{-1/2}4KD^{-1/2}=1-D^{-1/2}(D-4K)D^{-1/2}$, so $\mu_{\max}>1$ is the same condition. With a local or semilocal functional, a system whose SCF oscillates divergently near convergence without damping or DIIS has a growing alternating mode in MMUT and needs restarts in any run longer than the breakdown time derived below.

For a local or semilocal functional and a stable ground state, MMUT has a growing sign-alternating mode exactly when $D-4K$ has a negative eigenvalue, whatever the time step. What remains is to see where this result stops, how the starter seeds the mode and when it breaks the run, and then to choose the restart interval and other settings with ethylene as the worked example.
